# Ballistic Current Noise: Full Shot Noise and Pauli Suppression, part 2

The problem is the zero-frequency current noise of independent electrons crossing a fixed barrier between source \(S\) and drain \(D\). Scattering is elastic and does not mix modes. With \(e>0\), \(Q\) is the charge transferred from source to drain in time \(t\), \(I\) is the mean current, and the noise \(S\) is one-sided, with \(S=2eI\) for full shot noise.

The reservoirs have \(f=[1+e^{(E-\mu)/k_BT}]^{-1}\), with \(\mu_D=\mu_S-eV\) at drain bias \(V\). Operators \(a_S,a_D\) annihilate incoming electrons and \(b_S,b_D\) outgoing ones; \(|d|^2=\mathcal T\) and \(|r'|^2=1-\mathcal T\).

Counting wave packets, with one slot per time \(h/\Delta E\) in an energy window \(\Delta E\), gave

\[
I=\frac{ge}{h}\sum_n\int dE\,\mathcal T_n(f_S-f_D), \tag{2}
\]

\[
S=\frac{2ge^2}{h}\sum_n\int dE\,\{\mathcal T_n[f_S(1-f_S)+f_D(1-f_D)]+\mathcal T_n(1-\mathcal T_n)(f_S-f_D)^2\}. \tag{3}
\]

The last term is partition noise. The derivation used the identity

\[
f_S+f_D-2f_Sf_D=f_S(1-f_S)+f_D(1-f_D)+(f_S-f_D)^2.
\]

In saturation \(f_D\) is negligible, and the integrand of (3) becomes

\[
\mathcal T f_S-\mathcal T f_S^2+\mathcal T f_S^2-\mathcal T^2f_S^2=\mathcal T f_S(1-\mathcal T f_S). \tag{4}
\]

A sharp barrier has \(\mathcal T_n=0\) below \(E_n\) and \(\mathcal T_n=1\) above it. \(F_n\) is the Fano factor of one mode. A wide channel of width \(W\), with electron mass \(m\), has this number of open modes:

\[
M(E)=\frac{W\sqrt{2m(E-E_0)}}{\pi\hbar}.
\]

The scaled depth is \(\eta=(\mu_S-E_0)/k_BT\), the scaled bias is \(u=eV/k_BT\), and the current scale is

\[
I_0=\frac{ge}{h}\,\frac{W\sqrt{2m}\,(k_BT)^{3/2}}{2\sqrt\pi\,\hbar}.
\]

The example has \(m\) equal to 0.2 electron masses, \(g=4\), \(W=1\) µm, 300 K and \(V=0.5\) V, so \(k_BT=25.85\) meV. Its sharp-barrier table includes these wide-channel values:

| \(\mu_S-E_0\) (meV) | \(I\) (µA) | \(S\) (A²/Hz) | \(F\) |
|---:|---:|---:|---:|
| 0 | 318.5 | 8.07×10⁻²³ | 0.791 |
| 50 | 1136 | 1.92×10⁻²² | 0.527 |
| 100 | 2592 | 2.86×10⁻²² | 0.345 |

## Second derivation: current operators

The notation carries over. \(\mathcal T_n\) is the transmission of mode \(n\), \(f_S\) and \(f_D\) are the reservoir occupations, \(g\) is the degeneracy, and \(d\) and \(r'\) are the amplitudes for an electron to enter the drain lead from the source and from the drain. \(E_n\) is a mode bottom at the barrier top, \(E_0\) the lowest of them, and \(F=S/(2eI)\). The counting argument used \(S=2\,{\rm Var}(Q)/t\) at long times and led to the current (2) and the noise (3). It assumed that electrons caught at the ends of the counting interval do not affect the rate. The same result is now obtained from the current operator, without wave packets.

Work with one mode and one spin, and normalize the incoming operators by

\[
\{a_\alpha(E),a_\beta^\dagger(E')\}=\delta_{\alpha\beta}\,\delta(E-E'),\qquad \alpha,\beta\in\{S,D\}.
\]

Let \(x\) increase from the barrier into the drain lead, where the potential is constant, the wave number is \(k\) and the velocity is \(v=\hbar k/m\). The field there is

\[
\psi(x,\tau)=\int\frac{dE}{\sqrt{hv}}\,e^{-iE\tau/\hbar}\left[b_D(E)e^{ikx}+a_D(E)e^{-ikx}\right].
\]

The factor \(1/\sqrt{hv}\) matches the energy normalization: a plane-wave overlap gives \(2\pi\delta(k-k')=2\pi\hbar v\,\delta(E-E')=hv\,\delta(E-E')\).

Insert this field into the particle current \((\hbar/2mi)[\psi^\dagger\partial_x\psi-(\partial_x\psi^\dagger)\psi]\). For a pair of energies \(E,E'\), the outgoing–outgoing term has the coefficient \((v+v')/(2h\sqrt{vv'})\) times a phase \(e^{i(k'-k)x}\). The incoming–incoming term has the opposite sign and the opposite phase. A product of an incoming and an outgoing wave is proportional to \(v'-v\). At equal energies the first coefficient becomes \(1/h\), the second \(-1/h\), and the mixed terms vanish. The charge current into the drain is therefore

\[
I(\tau)=\frac eh\iint dE\,dE'\,e^{i(E-E')\tau/\hbar}\sum_{\alpha\beta}A_{\alpha\beta}(E,E')\,a_\alpha^\dagger(E)a_\beta(E'), \tag{9}
\]

where \(b_D=d\,a_S+r'a_D\) has been inserted. At equal energies, outgoing minus incoming gives

\[
A_{SS}=|d|^2=\mathcal T,\quad A_{DD}=|r'|^2-1=-\mathcal T,\quad A_{SD}=d^*r',\quad A_{DS}=r'^*d .
\]

The off-diagonal elements have \(|A_{SD}|^2=|A_{DS}|^2=\mathcal T(1-\mathcal T)\). They connect incoming states of different reservoirs, and they contribute even when the drain sends no electrons. They do not enter the mean current, but they do enter the noise.

The reservoirs are thermal and mutually uncorrelated, so \(\langle a_\alpha^\dagger(E)a_\beta(E')\rangle=\delta_{\alpha\beta}\delta(E-E')f_\alpha(E)\). The mean of (9) is

\[
I=\frac eh\int dE\,(\mathcal T f_S-\mathcal T f_D),
\]

which is the contribution of one mode and spin to (2).

The variance requires a product of four operators. Take discrete states \(i,j,k,l\) first, whose occupations are independent with means \(f_i\). The claim is

\[
\langle a_i^\dagger a_ja_k^\dagger a_l\rangle-\langle a_i^\dagger a_j\rangle\langle a_k^\dagger a_l\rangle=\delta_{il}\delta_{jk}\,f_i(1-f_j). \tag{10}
\]

A nonzero average requires each removed electron to be restored. There are three cases.

- If \(i=j\) and \(k=l\) are different states, the average factorizes because their occupations are independent, and the left side vanishes.
- If \(i=l\) and \(j=k\) are different states, \(a_i\) can be moved past the pair \(a_ja_j^\dagger\) without a change of sign. The average is \(\langle a_i^\dagger a_i\rangle\langle a_ja_j^\dagger\rangle=f_i(1-f_j)\), and the subtracted product is zero.
- If all four states coincide, the left side is the variance of one occupation, \(f_i-f_i^2\), which is again \(f_i(1-f_i)\).

In the continuum limit the Kronecker symbols become delta functions of energy.

The charge collected from time 0 to \(t\) contains the factor

\[
K(\omega)=\int_0^te^{i\omega\tau}d\tau,\qquad |K(\omega)|^2=\frac{4\sin^2(\omega t/2)}{\omega^2},\qquad \omega=\frac{E-E'}{\hbar}.
\]

In the product of two charges, (10) ties the first energy to the fourth and the second to the third. The two time factors are then complex conjugates. The coefficients are too, because the current is Hermitian: \(A_{\beta\alpha}(E',E)=A_{\alpha\beta}(E,E')^*\). Hence

\[
{\rm Var}(Q)=\frac{e^2}{h^2}\iint dE\,dE'\,|K|^2\sum_{\alpha\beta}|A_{\alpha\beta}(E,E')|^2f_\alpha(E)[1-f_\beta(E')]. \tag{11}
\]

The kernel \(|K|^2\) has width of order \(h/t\) in energy. Its area follows from \(y=\omega t/2\) and \(\int_{-\infty}^\infty\sin^2y\,dy/y^2=\pi\):

\[
\int|K|^2dE'=\hbar\int\frac{4\sin^2(\omega t/2)}{\omega^2}d\omega
=2\hbar t\int\frac{\sin^2y}{y^2}dy=2\pi\hbar t=ht .
\]

At long times the other factors may be evaluated at \(E'=E\). This is why the velocity factors and mixed terms that differ from their equal-energy values do not affect the zero-frequency noise. The result is

\[
\frac{{\rm Var}(Q)}t\to\frac{e^2}h\int dE\sum_{\alpha\beta}|A_{\alpha\beta}|^2f_\alpha(1-f_\beta). \tag{12}
\]

Written out, the sum is

\[
\mathcal T^2[f_S(1-f_S)+f_D(1-f_D)]+\mathcal T(1-\mathcal T)[f_S(1-f_D)+f_D(1-f_S)].
\]

The last bracket is \(f_S+f_D-2f_Sf_D\), which the identity of the first half splits into \(f_S(1-f_S)+f_D(1-f_D)+(f_S-f_D)^2\). The occupation terms then carry the coefficient \(\mathcal T^2+\mathcal T(1-\mathcal T)=\mathcal T\), and the squared difference carries \(\mathcal T(1-\mathcal T)\). Multiplication by 2, by \(g\), and summation over modes reproduces (3).

The formula was also tested without scattering theory. Two finite lattice leads in different thermal states were joined at time zero and evolved, and the transferred charge was followed before echoes returned from the far ends. For a link with half the hopping strength of the leads, the variance grew at the rate 0.0681 in units of hopping over \(\hbar\), and (12) gives the same value to this precision. The agreement covers transmission, reflection and Pauli exclusion for independent electrons. It does not test the neglect of interactions.

At zero bias the two occupations are equal and the partition term vanishes. Using \(f(1-f)=k_BT(-\partial f/\partial E)\) in (3), and expanding \(f_S-f_D\simeq eV(-\partial f/\partial E)\) in (2), gives

\[
S=4k_BT\,\frac{ge^2}{h}\sum_n\int dE\,\mathcal T_n\left(-\frac{\partial f}{\partial E}\right)=4k_BTG,
\]

where \(G\) is the conductance at zero bias. One formula thus contains thermal noise and shot noise.

For the sharp barrier in saturation, the source term alone remains, and \(f_S(1-f_S)=k_BT\,\partial f_S/\partial\mu_S\). Since the current then depends on \(\mu_S-E_0\) alone,

\[
S=2k_BT\,e\,\frac{\partial I}{\partial(\mu_S-E_0)}. \tag{13}
\]

If a gate voltage rise \(\delta V_G\) lowers the barrier by \(e\,\delta V_G\), the derivative with its factor \(e\) is the transconductance \(g_m\), and \(S=2k_BTg_m\). If fixed capacitive coupling to other electrodes makes the barrier follow by only a fraction \(\alpha\), then \(g_m\) contains that fraction and \(S=2k_BTg_m/\alpha\). This does not hold if the fraction is reduced by charge in the channel, because the barrier then also responds to the injected electrons. In the example at \(\mu_S-E_0=100\) meV, the derivative with its factor \(e\) is 34.5 mS, equal at this precision to \(G\) at zero bias for the same barrier. The equilibrium noise is \(5.72\times10^{-22}\) A²/Hz and the saturated noise \(2.86\times10^{-22}\) A²/Hz, half as large, because one reservoir contributes instead of two. For a sharp, fixed barrier the noise in saturation is thus the thermal occupation noise of the source.

A real barrier top is rounded, and electrons near it are partly reflected. Let the potential along the channel be \(E_n-m\omega_b^2x^2/2\), and let \(\varepsilon=E-E_n\). Its transmission follows from a change of variables. Measure energy in units of \(\hbar\omega_b\), with \(\epsilon=\varepsilon/\hbar\omega_b\), and use scaled position \(X\) and momentum \(P\) with \([X,P]=i\). Define

\[
u=\frac{P+X}{\sqrt2},\quad w=\frac{P-X}{\sqrt2},\quad [u,w]=i,\qquad \frac{P^2-X^2}2=\frac{uw+wu}2 .
\]

(Here \(u\) is an operator, not the scaled bias.) Classically \(u\) grows in time and \(w\) decays. An electron arriving from the left has \(w>0\). It ends with \(u>0\) if transmitted and \(u<0\) if reflected.

In the \(w\) representation \(u=i\,d/dw\), and the energy equation \(i(w\,d/dw+\tfrac12)\chi=\epsilon\chi\) has the solution \(\chi=w^{-i\epsilon-1/2}\). Keep it for \(w>0\) alone and transform to \(u\):

\[
\int_0^\infty w^{s-1}e^{iuw}dw=\Gamma(s)(-iu)^{-s},\qquad s=\tfrac12-i\epsilon,
\]

with a vanishing convergence factor understood. For \(u>0\) the phase of \(-iu\) is \(-\pi/2\), and \(|(-iu)^{-s}|=|u|^{-1/2}e^{\pi\epsilon/2}\). For \(u<0\) the exponent changes sign. The ratio of transmitted to reflected probability is therefore \(e^{2\pi\epsilon}\). Since the two add to one,

\[
\mathcal T_n=\frac1{1+e^{-\varepsilon/b}},\qquad b=\frac{\hbar\omega_b}{2\pi}. \tag{14}
\]

Consider a mode with \(\mu_S-E_n\) much larger than \(k_BT\) and \(b\), in saturation. Split the integrand (4) as \(\mathcal T f_S(1-f_S)+\mathcal T(1-\mathcal T)f_S^2\). The first part is concentrated at \(\mu_S\), where \(\mathcal T=1\), and integrates to \(k_BT\). The second is concentrated at the barrier top, where \(f_S=1\). There \(\mathcal T(1-\mathcal T)=b\,d\mathcal T/d\varepsilon\), so it integrates to \(b\). The current integral \(\int\mathcal T f_S\,dE\) is \(\mu_S-E_n\), because the rounding of each edge is antisymmetric and removes as much area on one side as it adds on the other. Up to exponentially small terms,

\[
F_n=\frac{k_BT+\hbar\omega_b/2\pi}{\mu_S-E_n}. \tag{15}
\]

In a wide channel, to leading order, \(M(\mu_S)\) modes each contribute \(k_BT+b\) to the noise integral. The current integral is \(\int_{E_0}^{\mu_S}M\,dE=\tfrac23M(\mu_S)(\mu_S-E_0)\), since \(M\propto\sqrt{E-E_0}\). The Fano factor is therefore \(\tfrac32(k_BT+b)/(\mu_S-E_0)\).

For \(\hbar\omega_b=10\) meV, \(b=1.59\) meV. This is a gentle barrier: the potential falls by 25.85 meV only 14 nm from the top, and for the same drop \(b\) grows as the inverse of this length. At 300 K and \(\mu_S-E_0=100\) meV this is small beside \(k_BT\), and summing over the modes raises \(F\) from 0.345 to 0.362. At 30 K, \(k_BT=2.59\) meV, and the estimate is \(1.5\times(2.59+1.59)/100=0.063\). The mode sum gives 0.062, against 0.039 for the sharp barrier. Cooling removes the thermal part and leaves the partition part, which for these parameters tends to \(1.5\times1.59/100=0.024\).

The energies that carry the noise also separate on cooling. For the sharp barrier at 30 K, the range within \(3k_BT\) of \(\mu_S\) carries 11% of the current but 91% of the noise. At 300 K the same rule gives 88% and 92%, because the range then covers most of the occupied energies above the barrier.

The two derivations share their physical assumptions. Electrons are independent, scattering is elastic, the reservoirs are thermal and uncorrelated, and the barrier potential is fixed. They differ in what else must be granted. The counting argument needs packets narrow enough in energy for \(\mathcal T\) and \(f\) to be constant, yet far shorter than the observation time. It assumes that end effects are negligible. In return it gives the probability of each event in a slot, and it shows why two electrons that meet transfer no net charge.

The operator argument needs neither packets nor a rule for their ends. Equation (11) holds at finite \(t\), with the full \(A_{\alpha\beta}(E,E')\), and the kernel shows when the limit is reached: \(h/t\) must be small compared with the energies over which occupations and scattering amplitudes vary, and \(t\) must be long compared with \(2x/v\), the round trip between the barrier and the point \(x\) where the current is counted, because the phases \(e^{\pm i(k'-k)x}\) vary on the energy scale \(\hbar v/x\). At a sharp barrier the amplitudes jump, and the tails of the kernel, which fall as \(1/\omega^2\), add a variance that grows only as \(\ln t\). It drops out of the rate, though more slowly. The operator argument needs the current operator and the four-operator average (10), and it yields the variance without identifying individual events. The partition term, which counting attributes to the choice between transmission and reflection, comes here from the elements \(A_{SD}\) and \(A_{DS}\) that connect the states of the two reservoirs.

Neither argument covers a barrier that responds to the charge passing over it. If the barrier energy fluctuates by \(\delta E_0\), the current acquires an additional part \((\partial I/\partial E_0)\,\delta E_0\), correlated with the injected electrons, and (3) is incomplete. The fixed-barrier result applies when the gate and the other electrodes hold the potential firmly enough for this part to be negligible. The gate capacitance per area must then greatly exceed the quantum capacitance, which is \(e^2\) times the derivative of the electron density at the barrier top with respect to \(\mu_S\). In saturation a degenerate source fills only the states moving toward the drain, and the quantum capacitance is \(e^2gm/(4\pi\hbar^2)\), or 0.13 F/m² for the example. A silicon dioxide layer 1 nm thick gives only 0.035 F/m². Away from degeneracy the quantum capacitance is reduced by the factor \(f_S(E_0)\), which at \(\mu_S=E_0\) is one half and still leaves 0.067 F/m². The table rows from 0 to 100 meV therefore show the effect of Pauli exclusion at a fixed barrier, and do not predict the noise of a transistor with such an oxide. Inelastic scattering in the channel and charge trapping in the oxide also lie outside the model. The computed values are collected in the numerical output below.

## Table of computed values

```
mass 0.20 m_e, degeneracy g 4, width 1.0 um
kT at 300 K: 25.852 meV; at 30 K: 2.5852 meV
I0 at 300 K: 416.31 uA
Lattice: 200 sites per lead, kT 0.25, mu 0.5 and -0.5 (hopping)
Lattice slopes taken between times 80 and 160 (hbar/hopping)
link 1.0: mean rate evolved 0.158961, Landauer 0.158962
link 1.0: variance rate evolved 0.079379, Landauer 0.079377
link 0.5: mean rate evolved 0.098608, Landauer 0.098608
link 0.5: variance rate evolved 0.068147, Landauer 0.068147
Wide channel, 300 K, drain bias 0.5 V, sharp barrier:
offset -150 meV: eta -5.802, I 1.2562 uA, S 4.0211e-25 A^2/Hz, F 0.99893
   2eI 4.0253e-25 A^2/Hz, sqrt(S) 0.6341 pA/sqrt(Hz), e dI/d(offset) 0.04854 mS
offset 0 meV: eta 0.000, I 318.54 uA, S 8.0693e-23 A^2/Hz, F 0.79057
   2eI 1.0207e-22 A^2/Hz, sqrt(S) 8.983 pA/sqrt(Hz), e dI/d(offset) 9.741 mS
offset 50 meV: eta 1.934, I 1135.7 uA, S 1.9164e-22 A^2/Hz, F 0.52660
   2eI 3.6393e-22 A^2/Hz, sqrt(S) 13.84 pA/sqrt(Hz), e dI/d(offset) 23.13 mS
offset 100 meV: eta 3.868, I 2592 uA, S 2.8613e-22 A^2/Hz, F 0.34451
   2eI 8.3056e-22 A^2/Hz, sqrt(S) 16.92 pA/sqrt(Hz), e dI/d(offset) 34.54 mS
nondegenerate estimate 1-exp(eta)/2^1.5: 0.99893
offset -150 meV at 25 mV: F 2.2262, coth(eV/2kT) 2.2269
offset 100 meV, zero bias: G 34.5410 mS, S 5.7227e-22 A^2/Hz, 4kTG 5.7227e-22 A^2/Hz
single mode, mu-E_n -150 meV, 300 K: F 0.99849
single mode, mu-E_n 0 meV, 300 K: F 0.72135
single mode, mu-E_n 50 meV, 300 K: F 0.42226
single mode, mu-E_n 100 meV, 300 K: F 0.25188
single mode, 100 meV, 30 K: sharp F 0.02585, smooth F 0.04177
smooth barrier hbar*omega 10.0 meV, hbar*omega/2pi 1.5915 meV
wide, 100 meV, 300 K: sharp F 0.34451, smooth F 0.36245
wide, 100 meV, 30 K: sharp F 0.03874, smooth F 0.06225
leading-order estimates at 30 K: sharp 0.03878, smooth 0.06265
within 3kT of mu, 100 meV, 300 K: current share 0.8810, noise share 0.9205
within 3kT of mu, 100 meV, 30 K: current share 0.1146, noise share 0.9053
```
